\section*{Rising remanence during hafnia wake-up does not prove new polar phase}

\section{Four columns}

Take a ferroelectric film between two flat electrodes and divide it into four columns of equal area. Every column is fully polar, with spontaneous polarization $P_s$. In two columns the polar axis points along the film normal $z$; in the other two it lies in the film plane. After poling, the first two columns each contribute $P_s$ to the charge per area on their part of the electrode. The other two contribute nothing, because their polarization has no component along $z$. The remanent polarization of the whole film is $P_r=P_s/2$.

Now let one in-plane column turn its polar axis to $z$. The remanence becomes $3P_s/4$, a rise by a factor of 1.5. The film was entirely polar before and is entirely polar after. No new polar phase has formed.

\section{The belief and its appeal}

The remanence of a hafnia capacitor can grow over its first field cycles, which is called wake-up. The belief examined here is that this growth proves the conversion of non-polar material into the polar orthorhombic phase.

The belief has good reasons behind it. Hafnia films can contain non-polar phases beside the polar one, and a field can favour a polar phase over a non-polar one. Non-polar material has no remanence, so converting it does raise the measured charge. If everything else stays fixed, remanence is proportional to the polar volume. The error lies in the last condition: the electrodes do not measure polar volume, but a projection of the polarization.

\section{What the electrodes measure}

Let the film fill $0<z<d$ with area $A$, and let both electrodes be at potential $\phi=0$. Inside,
\begin{equation}
\mathbf D=\varepsilon_0\varepsilon\mathbf E+\mathbf P,\qquad \nabla\!\cdot\mathbf D=0,\qquad \mathbf E=-\nabla\phi ,
\end{equation}
with a scalar permittivity $\varepsilon$ and no trapped charge for the moment. Introduce a second, auxiliary problem: the same film without $\mathbf P$, with the lower electrode at potential $\psi=1$ and the upper at $\psi=0$. Its field $\mathbf w=-\nabla\psi$ obeys $\nabla\!\cdot(\varepsilon\mathbf w)=0$ and has the dimension of an inverse length. The film is wide, so its side faces are ignored.

Integrate $\mathbf D\cdot\mathbf w$ over the film. Because $\nabla\!\cdot\mathbf D=0$, we have $\mathbf D\cdot\nabla\psi=\nabla\!\cdot(\psi\mathbf D)$, and
\begin{equation}
\int\mathbf D\cdot\mathbf w\,dV=-\oint\psi\,\mathbf D\cdot d\mathbf A=\int_{z=0}D_z\,dA=Q .
\end{equation}
Only the lower electrode contributes, since $\psi=0$ on the upper one. The outward normal there is $-\hat{\mathbf z}$, which reverses the sign, and $D_z$ just above the lower electrode is its free charge per area. The dielectric part of the same integral vanishes because $\phi=0$ on both electrodes:
\begin{equation}
\int\varepsilon_0\varepsilon\,\mathbf E\cdot\mathbf w\,dV=-\varepsilon_0\oint\phi\,\varepsilon\mathbf w\cdot d\mathbf A=0 .
\end{equation}
What remains is
\begin{equation}
Q=\int\mathbf P\cdot\mathbf w\,dV .
\label{eq:recip}
\end{equation}
For uniform permittivity $\psi=1-z/d$, so $\mathbf w=\hat{\mathbf z}/d$ and
\begin{equation}
\frac{Q}{A}=\frac{1}{Ad}\int P_z\,dV=\langle P_z\rangle .
\label{eq:avg}
\end{equation}
In-plane polarization is invisible in this measurement.

Trapped charge of density $\rho$ changes $\nabla\!\cdot\mathbf D$ from zero to $\rho$ and adds $-\int\psi\rho\,dV$ to $Q$. With uniform permittivity this term vanishes if the trapped charge sums to zero at each height $z$, which is assumed below.

Let $f$ be the polar volume fraction and $\mathbf n$ the unit vector along the polar axis of a grain. Assume that poling saturates every polar grain and that the state survives removal of the field. The field then selects the sign for which $P_z$ is positive, so $P_z=P_s|n_z|$. Equation (\ref{eq:avg}) gives
\begin{equation}
P_r=f\,P_s\,m,\qquad m=\langle|n_z|\rangle_{\text{polar grains}} .
\label{eq:product}
\end{equation}
At fixed $P_s$, a change from state 1 to state 2 multiplies the remanence by $f_2m_2/(f_1m_1)$. One measured ratio cannot determine two unknown ratios.

\section{How far can turning go?}

If polar axes are randomly oriented, $u=|n_z|$ is uniformly distributed between 0 and 1, and $m=\int_0^1u\,du=1/2$.

A grain cannot point its polar axis anywhere it likes. The lattice is nearly cubic, and the polar axis is taken to exchange places with one of the other two axes. The best a grain can do is to choose the cubic axis closest to $z$. Seen from the crystal, the film normal is a random direction $(x,y,z)$ on the unit sphere, and the best projection is the largest of $|x|,|y|,|z|$. The sphere splits into six equivalent regions. In the one where $z$ is largest, eight equal sectors of azimuth $\varphi$ contribute alike. In the sector $0<\varphi<\pi/4$ the binding condition is $x<z$, or $\tan\theta\cos\varphi<1$, which means
\begin{equation}
\cos\theta>c_0,\qquad c_0^2=\frac{\cos^2\varphi}{1+\cos^2\varphi}.
\end{equation}
With $\int_{c_0}^1u\,du=(1-c_0^2)/2=1/[2(1+\cos^2\varphi)]$, the average is
\begin{align}
m_{\max}&=\frac{6\cdot8}{4\pi}\int_0^{\pi/4}\frac{d\varphi}{2(1+\cos^2\varphi)}
=\frac6\pi\int_0^1\frac{dt}{2+t^2}\nonumber\\
&=\frac{3\sqrt2}{\pi}\arctan\frac1{\sqrt2}\approx0.831 .
\end{align}
The substitution was $t=\tan\varphi$, for which $d\varphi=dt/(1+t^2)$ and $1+\cos^2\varphi=(2+t^2)/(1+t^2)$.

Starting from randomly oriented lattices, reorientation alone can therefore raise the remanence by a factor of up to $0.831/0.5=1.66$. Within this model a larger rise from that start needs another cause. The limit needs the whole lattice to be random, not only the polar axis. If the polar axes are random but a second cubic axis of every grain lies in the plane of $z$ and the polar axis, the best projection is the larger of $u$ and $\sqrt{1-u^2}$; its average is $1/2+\pi/8=0.893$ and the factor is 1.79. Stronger texture removes the limit: in a film whose grains all have a cubic axis along $z$, $m$ can grow from near 0 to 1, and the ratio has no fixed ceiling.

For partial turning, let a fraction $r$ of the polar grains, picked without regard to orientation, end with their best axis as polar axis. Then
\begin{equation}
m=\tfrac12+r\left(m_{\max}-\tfrac12\right).
\label{eq:partial}
\end{equation}
One third of the picked grains had the best axis from the start, so the fraction that really changes axis is $2r/3$. The program and its output call $r$ the turned fraction, but it includes the grains that needed no change.

\section{One rise, two histories}

Consider a 10 nm film with $P_s=50\ \mu\mathrm{C/cm^2}$, a pristine polar fraction $f=0.70$ and random axes. Its remanence is $0.70\times50\times0.5=17.5\ \mu\mathrm{C/cm^2}$. Wake-up raises this by a factor of 1.4, to $24.5\ \mu\mathrm{C/cm^2}$.

If the axes stay random, equation (\ref{eq:product}) requires $f=24.5/(50\times0.5)=0.98$. This is the reading of the belief: nearly all non-polar material has converted.

If $f$ stays at 0.70, the equation requires $m=24.5/(0.70\times50)=0.70$. Equation (\ref{eq:partial}) then gives $r=(0.70-0.50)/(0.831-0.50)=0.60$, so about 40\% of the polar grains change axis. No polar volume has been added.

Both histories were also built from 200\,000 randomly oriented grains. The samples gave 24.46 $\mu\mathrm{C/cm^2}$ for turning and 24.49 $\mu\mathrm{C/cm^2}$ for new phase, equal to the required value within sampling error.

The charge even permits a loss of polar phase. If the grains that remain polar still have randomly oriented lattices, then $m\le m_{\max}$, and the woken film needs only
\begin{equation}
f\ge\frac{24.5}{50\times0.831}=0.59 .
\end{equation}
The polar fraction could have fallen from 0.70 to 0.59 while the remanence rose by 40\%, provided that every remaining polar grain had its best axis as polar axis.

\section{A measurement that separates them}

Since $\mathbf n$ is a unit vector, the second moments satisfy
\begin{equation}
f\langle n_x^2\rangle+f\langle n_y^2\rangle+f\langle n_z^2\rangle=f .
\label{eq:trace}
\end{equation}
Turning moves weight between the three terms and leaves their sum unchanged; new phase raises the sum.

To find the terms for the turned film, repeat the spherical average with $u^2$. Using $\int_{c_0}^1u^2du=(1-c_0^3)/3$,
\begin{equation}
\langle n_z^2\rangle_{\rm best}=\frac4\pi\int_0^{\pi/4}(1-c_0^3)\,d\varphi=1-\frac4\pi\int_0^{\pi/4}c_0^3\,d\varphi .
\end{equation}
With $s=\sin\varphi$, and writing $1-s^2=(2-s^2)-1$,
\begin{align}
\int_0^{\pi/4}c_0^3\,d\varphi&=\int_0^{1/\sqrt2}\frac{1-s^2}{(2-s^2)^{3/2}}\,ds\nonumber\\
&=\left[\arcsin\frac{s}{\sqrt2}-\frac{s}{2\sqrt{2-s^2}}\right]_0^{1/\sqrt2}
=\frac\pi6-\frac1{2\sqrt3}.
\end{align}
Hence $\langle n_z^2\rangle_{\rm best}=1/3+2/(\sqrt3\,\pi)\approx0.701$. Unpicked grains keep the random value $1/3$, so partial turning gives $\langle n_z^2\rangle=1/3+2r/(\sqrt3\,\pi)$. The two in-plane moments share the remainder equally. For the example:

\begin{center}
\begin{tabular}{lccc}
 & $f$ & $f\langle n_z^2\rangle$ & $f\langle n_x^2\rangle$\\
pristine & 0.70 & 0.233 & 0.233\\
turned axes & 0.70 & 0.389 & 0.156\\
new phase, random axes & 0.98 & 0.327 & 0.327
\end{tabular}
\end{center}

The in-plane moment falls in one history and rises in the other. That contrast relies on the new phase having random axes; new phase born with its axis along $z$ would not raise the in-plane moment. The sum (\ref{eq:trace}) does not have this weakness. In diffraction, the corresponding requirement is a phase fraction collected over all sample orientations. A scan along the film normal alone sees only planes parallel to the film, and so mixes phase content with texture.

\section{Can the field pay for turning?}

Counting permits reorientation, but energy might forbid it. Suppose that each grain is clamped laterally to the same total strain, has a stress-free surface and is elastically isotropic, with Young modulus $Y$ and Poisson ratio $\nu$. Setting $\sigma_{zz}=0$ in Hooke's law gives $Ye_{xx}=\sigma_{xx}-\nu\sigma_{yy}$ and $Ye_{yy}=\sigma_{yy}-\nu\sigma_{xx}$. Adding $\nu$ times the second to the first eliminates $\sigma_{yy}$:
\begin{equation}
\sigma_{xx}=K(e_{xx}+\nu e_{yy}),\qquad K=\frac{Y}{1-\nu^2},
\end{equation}
and likewise for $\sigma_{yy}$. When a cubic axis lies along $z$ and the others along $x$ and $y$, there is no shear, and the energy density $\frac12(\sigma_{xx}e_{xx}+\sigma_{yy}e_{yy})$ is
\begin{equation}
u=\tfrac12K\left(e_{xx}^2+e_{yy}^2+2\nu e_{xx}e_{yy}\right).
\end{equation}

Take $Y=200$ GPa, $\nu=0.30$ and a tensile stress of 2 GPa. The mean elastic strain is $e_0=2(1-0.30)/200=0.70\%$. Relative to their mean length, the long, short and polar axes have strains of $2.7$, $-1.7$ and $-1.0\%$. An axis lying in the plane must be stretched elastically by $e_0$ minus its own strain: $e_l=-2.0\%$, $e_s=2.4\%$, $e_p=1.7\%$.

Start with the short axis along $z$ and exchange it with the polar axis. The long axis stays in the plane, and $e_s$ replaces $e_p$:
\begin{align}
\Delta u&=\tfrac12K\left[e_s^2-e_p^2+2\nu e_l(e_s-e_p)\right]\nonumber\\
&=\tfrac12K(e_s-e_p)(e_s+e_p+2\nu e_l)\approx22\ \mathrm{MJ/m^3}.
\end{align}
At fixed voltage the source does work $P_sE$ per volume when $P_z$ grows from 0 to $P_s$; with unchanged permittivity the linear dielectric energy stays the same. The exchange is downhill above
\begin{equation}
E_{\rm th}=\frac{\Delta u}{P_s}\approx0.45\ \mathrm{MV/cm}.
\end{equation}
At a cycling field of 3 MV/cm the electrical gain is 150 MJ/m$^3$, well above this elastic cost.

For randomly oriented grains, the lowest-energy choice among all six placements of the three axes was found numerically, with in-plane shear included. It gives $m=0.209$ at zero field and $m=0.831$ at both 1 and 3 MV/cm. The field can therefore pay the elastic cost of the required $m=0.70$; the cost of displaced screening charge is considered in the next section. The zero-field value shows that elastic energy in this model favours polar axes near the plane, so complete elastic relaxation without a field would lower the remanence. Some single turns do release elastic energy, such as the exchange of a long axis along $z$ with the polar axis, so stress relief can assist the field in part of the grains. The zero-field value also sets a condition: the woken state is not the lowest state at zero field, and a barrier must hold it. Neither the height of that barrier nor the number of cycles needed has been calculated.

\section{Against a real capacitor}

The parameters are rough typical values for a $\mathrm{Hf_{0.5}Zr_{0.5}O_2}$ film; the split between $f$ and $m$ is chosen, not measured. Several assumptions can fail in a device.

\emph{Saturation.} If internal bias fields leave a fraction $p$ of the polar volume, of average orientation, without net remanence, then $P_r$ is multiplied by $1-p$. Releasing $p=1-1/1.4=0.29$ would produce the whole rise with neither new phase nor turning. The rise therefore does not prove reorientation either. Saturation can also fail by orientation. If a grain reverses only when $E|n_z|$ exceeds 1 MV/cm, then at 3 MV/cm the third of random grains with $|n_z|<1/3$ stay unpoled, and the pristine $m$ is $\int_{1/3}^1u\,du=0.444$. A best axis has $|n_z|\ge1/\sqrt3$ and is always poled, so the ceiling for turning becomes $0.831/0.444=1.87$ instead of 1.66.

\emph{Dead layer.} Let a non-polar layer of thickness $t$ and permittivity $\varepsilon_d$ lie in series with polar material of thickness $d_f$ and permittivity $\varepsilon_f$. Zero voltage requires $(D-P)d_f/\varepsilon_f+Dt/\varepsilon_d=0$, so
\begin{equation}
\frac DP=\frac{d_f/\varepsilon_f}{d_f/\varepsilon_f+t/\varepsilon_d}.
\end{equation}
For 9.5 nm at $\varepsilon_f=30$ and 0.5 nm at $\varepsilon_d=20$ this is 0.927. If $P$ itself stays the same, losing the layer raises the remanence by only 8\%. This holds if the layer stops acting as an insulator, or if it becomes polar; the second case is itself new phase, 5\% of the film volume. But the layer also leaves a field $(P-D)/(\varepsilon_0\varepsilon_f)$ in the polar material, directed against $P$. It is about 1.4 MV/cm for $P=P_s$, and 0.5 to 0.7 MV/cm for an average polarization of 17.5 to 24.5 $\mu\mathrm{C/cm^2}$ as in the example. The coercive field of hafnia films is of the order of 1 MV/cm, so the two are comparable. If this field switches part of the polarization back, losing the layer can raise the remanence by much more than 8\%, with no turning and at most that 5\% of new phase.

\emph{Permittivity contrast.} In a two-dimensional calculation with 5 nm grains of permittivity 30 (polar) and 40 (non-polar), the weight $\mathbf w$ in equation (\ref{eq:recip}) counts polar grains about 3\% more strongly than the uniform film does. These grains are stacked two high. For grains that span the film with vertical boundaries, $\psi=1-z/d$ still solves the auxiliary problem, and the contrast changes nothing.

\emph{Screening.} A grain that spans the film thickness, is 10 nm wide along its in-plane polarization and is long in the other in-plane direction, without screening and in an unpolarized surrounding of the same permittivity, would carry an internal field of about 5 MV/cm, more than the cycling field. Screening charge or domain formation is thus a serious condition. Suppose that trapped charge fully screens this grain and stays in place when the polar axis turns to $z$. The charge then produces a field of the same size, about 5 MV/cm, and stores roughly $\frac12P_s\times5\ \mathrm{MV/cm}\approx125\ \mathrm{MJ/m^3}$. Together with the elastic cost of 22 MJ/m$^3$ found for the aligned grain, this uses up nearly all of the electrical gain at 3 MV/cm. Easy turning of such a grain therefore requires that the screening charge can move as well. The field quoted is the average over the grain, and the balance depends on the width: the stored energy is about 205 MJ/m$^3$ for 5 nm, more than the gain, and about 64 MJ/m$^3$ for 20 nm.

\emph{Leakage.} The rise adds $2\times7.0=14\ \mu\mathrm{C/cm^2}$ to the switched charge. An unsubtracted leakage current averaging 28 mA/cm$^2$ over 0.5 ms would imitate it. The linear dielectric charge, about $8\ \mu\mathrm{C/cm^2}$ at 3 MV/cm, vanishes at zero field; it matters if charge at peak field is mistaken for remanence.

New polar phase remains a possible cause of wake-up. To establish it, one must measure $f$ itself, because the remanence supplies only the product $fm$. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
film thickness = 10.0 nm
spontaneous polarization Ps = 50.0 uC/cm2
pristine polar fraction f = 0.70
remanence gain = 1.40
cycling field = 3.0 MV/cm
Young modulus = 200 GPa, Poisson ratio = 0.30
tensile film stress = 2.0 GPa
misfit strain = 0.70 %
axis strains long, short, polar = 2.7, -1.7, -1.0 %
permittivity polar, other, dead = 30, 40, 20
ORIENTATION
m random = 0.5000, m best cubic axis = 0.8312
largest gain from random start = 1.6624
mean n_z^2, best cubic axis = 0.7009
TWO HISTORIES
Pr pristine = 17.50 uC/cm2
Pr woken = 24.50 uC/cm2
Pr ceiling at constant f = 29.09 uC/cm2
reorientation: f = 0.700, m = 0.700
reorientation: turned grain fraction r = 0.604
new phase: f = 0.980, m = 0.500
smallest f allowing woken Pr = 0.590
grain sample Pr, reorientation = 24.46 uC/cm2
grain sample Pr, new phase = 24.49 uC/cm2
f<n_z^2> pristine = 0.233, turned = 0.389, new phase = 0.327
f<n_x^2> pristine = 0.233, turned = 0.156, new phase = 0.327
ENERGETICS
aligned-grain exchange cost = 22.3 MJ/m3
aligned-grain threshold field = 0.45 MV/cm
electric gain at cycling field = 150.0 MJ/m3
lowest-energy m at 0 MV/cm = 0.209
lowest-energy m at 1 MV/cm = 0.831
lowest-energy m at cycling field = 0.831
NEGLECTED EFFECTS
relative charge weight of polar grains = 1.027
dead-layer thickness = 0.5 nm
dead-layer charge factor = 0.927
gain if dead layer vanished = 1.079
unscreened in-plane grain: field factor = 0.271
unscreened in-plane grain: field = 5.1 MV/cm
extra switched charge 2*dPr = 14.00 uC/cm2
leakage integration time = 0.50 ms
leakage imitating extra charge = 28.0 mA/cm2
linear charge at cycling field = 7.97 uC/cm2
\end{verbatim}
